# Predicting hill-and-valley facets from a convex hull in slope

## A roof with two equal sides

Take a flat crystal surface with free energy $\gamma_0$ per area. Replace it by symmetric ridges whose sides are tilted by $\pm\alpha$ and have free energy $\gamma_1$ per area. The sides stand over the same base, so their true area is larger by $1/\cos\alpha$. Leaving out the energy of the ridge lines, the ridged surface is cheaper when

$$\frac{\gamma_1}{\cos\alpha}<\gamma_0 ,\qquad\text{that is,}\qquad \frac{\gamma_1}{\gamma_0}<\cos\alpha .$$

In the iridium-like model used below, the flat surface is (110) and the sides are {331}, with $\alpha=13.26^\circ$. The ratio is $2.8500/2.9910=0.953$ and $\cos\alpha=0.973$, so the ridges win: the cheaper sides more than pay for the extra area.

The quantity compared is energy per projected area. For a general surface the same comparison must be made over all pairs of slopes, and a convex hull does this in one pass.

## Statement and proof

Let the surface be a graph over a reference plane, with all its normals in one crystal zone. Its tilt is $\theta$, with $|\theta|<90^\circ$, its slope is $s=\tan\theta$, and

$$f(s)=\frac{\gamma(\theta)}{\cos\theta}$$

is its energy per projected area. The mean slope $s_0$ is fixed by the cut of the crystal. Edge energy and elastic energy are neglected, and $\gamma$ is the free energy at the temperature and in the environment of interest.

A surface with slopes $s_i$ on projected fractions $\lambda_i\ge0$ obeys $\sum\lambda_i=1$ and $\sum\lambda_i s_i=s_0$, and costs $\sum\lambda_i f(s_i)$. Suppose a line $A+Bs$ lies nowhere above $f$ and touches it at $s_1<s_0<s_2$. Then

$$\sum_i\lambda_i f(s_i)\ \ge\ \sum_i\lambda_i(A+Bs_i)=A+Bs_0 .$$

Using $s_1$ and $s_2$ alone reaches this bound, so no other set of slopes in the zone does better. The two constraints become $\lambda_1=1-\lambda_2$ and $(1-\lambda_2)s_1+\lambda_2s_2=s_0$, which give the lever rule

$$\lambda_2=\frac{s_0-s_1}{s_2-s_1},\qquad \lambda_1=\frac{s_2-s_0}{s_2-s_1}.$$

The touching lines form the lower convex hull of $f$. If $f(s_0)$ itself lies on the hull, faceting gains nothing.

Projected fractions are not true-area fractions. Over a unit area of the mean plane, the area projected on the reference plane is $\cos\theta_0$. Facet $i$ covers $\lambda_i\cos\theta_0$ of it and has true area

$$a_i=\lambda_i\frac{\cos\theta_0}{\cos\theta_i}.$$

The true-area fractions are $a_i/(a_1+a_2)$. The energy per mean-plane area is $(A+Bs_0)\cos\theta_0=A\cos\theta_0+B\sin\theta_0$, and the gain is

$$G=\gamma(\theta_0)-A\cos\theta_0-B\sin\theta_0 .$$

## The common tangent and its mechanical meaning

Primes on $\gamma$ denote derivatives in $\theta$; primes on $f$ denote derivatives in $s$. Since $d\theta/ds=\cos^2\theta$,

$$f'=\cos^2\theta\left(\frac{\gamma'}{\cos\theta}+\frac{\gamma\sin\theta}{\cos^2\theta}\right)=\gamma'\cos\theta+\gamma\sin\theta .$$

The tangent at $s$ meets the axis $s=0$ at

$$f-sf'=\frac{\gamma}{\cos\theta}-\gamma'\sin\theta-\frac{\gamma\sin^2\theta}{\cos\theta}=\gamma\cos\theta-\gamma'\sin\theta .$$

Where $\gamma$ is smooth, a common tangent therefore means that

$$A=\gamma\cos\theta-\gamma'\sin\theta,\qquad B=\gamma'\cos\theta+\gamma\sin\theta$$

agree at the two facets. These are the components of the capillarity vector $\boldsymbol\xi$, along the reference normal and along the slope direction. Its equality on both sides of a ridge is the balance of capillary forces there.

Differentiating once more,

$$\frac{dB}{d\theta}=(\gamma+\gamma'')\cos\theta,\qquad \frac{dA}{d\theta}=-(\gamma+\gamma'')\sin\theta,$$

$$f''=\cos^2\theta\,\frac{dB}{d\theta}=S\cos^3\theta,\qquad S=\gamma+\gamma'' .$$

The stiffness $S$ tells how faceting begins. Let $x$ run along the mean plane and give the surface a small ripple of slope $h'=\epsilon\cos qx$. The local tilt changes by $\delta\simeq h'$, and the energy per mean-plane area is

$$\frac{\gamma(\theta_0+\delta)}{\cos\delta}\simeq\gamma+\gamma'\delta+\tfrac12(\gamma+\gamma'')\delta^2 .$$

The linear term averages to zero and $\langle\delta^2\rangle=\epsilon^2/2$, so the ripple costs $\epsilon^2S/4$. If $S<0$, the flat surface is unstable. If $S>0$ but the slope lies under a hull edge, small ripples along $x$ cost energy; the surface is then metastable and needs a finite disturbance, provided the stiffness for tilts across the zone is also positive. The hull finds both cases; a test of the sign of $S$ finds the first alone.

## Sharp minima

A facet that is flat on the atomic scale gives $\gamma$ a cusp. There $f'$ jumps, and tangency is replaced by the condition that $B$ lie between the left and right slopes. A solvable case is

$$f=f_0+b|s|-cs^2+g|s|^3,\qquad b,c,g>0 .$$

Here $b$ is the cost of isolated steps, $c$ an attraction and $g$ a repulsion. A line from the cusp to a slope $s_*>0$ has gradient $m=b-cs_*+gs_*^2$. Tangency requires $m=b-2cs_*+3gs_*^2$. Subtracting gives $cs_*=2gs_*^2$, so

$$s_*=\frac{c}{2g},\qquad m=b-\frac{c^2}{4g}.$$

For $s>0$ the line lies below the curve, because $f-f_0-ms=gs(s-s_*)^2\ge0$. For $s<0$ the difference is $g|s|(|s|-s_*)^2+2m|s|$, which is non-negative for all such $s$ if and only if $m\ge0$. The cusp thus coexists with $s_*$ when $b\ge c^2/(4g)$. If $m<0$, then $f(s_*)<f_0$ and the cusped facet disappears. By symmetry the hull edge is then horizontal and joins the two minima of $f$, where $b-2c|s|+3gs^2=0$, that is, $|s|=[c+\sqrt{c^2-3bg}\,]/(3g)$, which is larger than $s_*$.

With $b=0.3$, $c=0.5$, $g=0.4$, the formulas give $c^2/(4g)=0.156<b$ and $s_*=0.625$. A hull on a slope grid of spacing 0.001 was tested and reproduced both ends of the edge to within 0.0011. It needed no derivative at the cusp.

## Scheme

```
input: gamma(theta), theta0, grid step d, energy tolerance
theta[i] = -theta_max ... theta_max in steps d
s[i] = tan(theta[i]);  f[i] = gamma(theta[i]) / cos(theta[i])

H = empty list
for i in increasing order:
    while H has at least two entries:
        p, r = last two entries of H
        C = (s[r]-s[p])*(f[i]-f[p]) - (f[r]-f[p])*(s[i]-s[p])
        if C > 0: stop the inner loop
        remove r from H
    append i to H

find neighbours j, k in H with s[j] <= s0 <= s[k]
if k = j+1, or f(s0) - chord(s0) < tolerance: no faceting
if the edge touches an end of the grid: change reference plane
if gamma is smooth at both ends:
    solve A(t1)=A(t2), B(t1)=B(t2) from theta[j], theta[k]
else: keep each cusp angle; if the other side is smooth, solve for it
lever rule -> lambda1, lambda2;  convert to true areas
check xi.n <= gamma(n) for normals n on the whole sphere
```

$C>0$ says that the chord from $p$ to $i$ is steeper than that from $p$ to $r$, so $r$ lies below the chord and stays. Each index enters the list once and leaves at most once. The hull therefore costs $O(N)$ time and storage for $N$ sorted slopes.

### Sampling error

At a distance $\delta s$ from a smooth tangency point, $f$ lies $\tfrac12f''\delta s^2$ above the tangent. The nearest grid point has $|\delta s|\le\Delta s/2$. The lever rule averages the heights at the two ends, so to leading order the energy error is positive and at most the larger of the two values of $f''\Delta s^2/8$. The actual error depends on where the grid happens to fall, and need not decrease at every refinement.

### Refinement

With unknowns $\theta_1,\theta_2$, the Jacobian determinant of the two tangent equations is

$$S_1S_2(\sin\theta_1\cos\theta_2-\cos\theta_1\sin\theta_2)=-S_1S_2\sin(\theta_2-\theta_1).$$

The solve is ill-conditioned when a facet has nearly zero stiffness or when the two facets nearly merge. It also has the useless root $\theta_1=\theta_2$. Starting from the hull, and rejecting a root that moves far from it, guards against that root.

### Facets outside the zone

The one-zone result can be undercut by a pyramid with other facets. Let facets of true area $a_i$ and normals $\mathbf n_i$ replace a unit area of normal $\mathbf n_0$. Closure requires $\sum a_i\mathbf n_i=\mathbf n_0$. Put $\boldsymbol\xi=A\,\mathbf e_1+B\,\mathbf e_2$, with $\mathbf e_1$ the reference normal and $\mathbf e_2$ the in-plane direction towards which the surface normal tilts when $\theta>0$, so that $\mathbf n_0=\cos\theta_0\,\mathbf e_1+\sin\theta_0\,\mathbf e_2$. If $\boldsymbol\xi\cdot\mathbf n\le\gamma(\mathbf n)$ for every $\mathbf n$, then

$$\sum_i a_i\gamma_i\ge\boldsymbol\xi\cdot\sum_i a_i\mathbf n_i=\boldsymbol\xi\cdot\mathbf n_0=A\cos\theta_0+B\sin\theta_0 ,$$

which is the two-facet energy. If the inequality fails, minimize $\sum a_i\gamma_i$ under the three closure equations by linear programming. An optimal solution with at most three facets can then be chosen.

## Example: two surfaces of an iridium-like film

The reference plane is (110), and $\theta$ is measured towards (001). The model is

$$\gamma(\mathbf n)=\gamma_b\Big[1-\sum_j d_j\sum_{\mathbf m\in j}e^{(\mathbf n\cdot\mathbf m-1)/w^2}\Big],$$

where $\mathbf m$ runs over all unit normals of family $j$. At a small angle $\alpha$ from $\mathbf m$ the exponent is about $-\alpha^2/(2w^2)$, so each term is a rounded minimum of width $w$. The chosen values are $\gamma_b=3.00$ J/m², $w=5.0^\circ$ (in radians in the formula), and depths 0.12, 0.08 and 0.05 for {111}, {001} and {331}. The preference for {331} is put in by hand; the model does not explain it.

On a grid from $-80^\circ$ to $80^\circ$ in steps of $0.05^\circ$, the hull has edges from $-11.45^\circ$ to $11.45^\circ$, from $13.15^\circ$ to $33.95^\circ$ and from $37.05^\circ$ to $64.50^\circ$. The last two have mirror images at negative tilt. Two further edges touch the ends of the grid and are discarded. The first two edges contain the surfaces treated here.

### (110) miscut by 4°

The refined facets are at $\pm11.46^\circ$, with slopes $\pm0.2028$. By symmetry $B=0$, and $A=2.9176$ J/m². With $s_0=0.0699$,

$$\lambda_2=\frac{0.0699+0.2028}{0.4056}=0.672,\qquad\lambda_1=0.328 .$$

Both facets have the same $|\theta|$, so the true-area fractions are the same. The faceted energy is $2.9176\cos4^\circ=2.9105$ J/m², against 2.9725 J/m² when flat:

$$G=0.0620\ \text{J/m}^2,$$

or about 0.04 eV per (110) surface cell, whose area is about 0.10 nm².

The facets do not sit at the minimum of $\gamma$, which is near $13.26^\circ$. With $B=0$, tangency requires $\gamma'=-\gamma\tan\theta$, which is negative for $\theta>0$. The facet stops where $\gamma$ is still falling, because more tilt would cost more area. If {331} were a sharp cusp with the same $\gamma$, the tilt would be $13.26^\circ$ and $\lambda_2$ would be 0.648, provided that $\gamma$ rises from the cusp towards (110) by at least $\gamma\tan\theta=0.67$ J/m² per radian. A weaker cusp would not hold the facet at that angle. The slope condition is local and not sufficient by itself: $f$ must also stay above its cusp value at all other tilts, and a cusp that is steep enough but levels off within a fraction of a degree leaves the facet near $11.5^\circ$.

The flat surface has $S=-6.18$ J/m² and is unstable. Going from $4^\circ$ towards the facet, $S$ changes sign at $7.62^\circ$. From there to $11.46^\circ$ the surface is metastable.

### (221)

Here $\theta_0=19.47^\circ$ and $s_0=0.3536$. The facets are at $13.17^\circ$, near (331), and $33.95^\circ$, near (111). Thus

$$\lambda_2=\frac{0.3536-0.2339}{0.6733-0.2339}=0.272 .$$

The steeper facet has more true area per projected area, so its true-area fraction is larger, 0.305. With $A=2.7830$ and $B=0.6152$ J/m², the faceted energy is

$$2.7830\cos\theta_0+0.6152\sin\theta_0=2.8289\ \text{J/m}^2 .$$

The flat value is 2.9280 J/m², so $G=0.0991$ J/m². The true area grows by 1.4%, but the mean energy per true area falls by more.

### Numerical checks

For the miscut surface, grids of 0.5°, 0.2° and 0.05° give energy errors of $3.9\times10^{-6}$, $1.2\times10^{-5}$ and $5.4\times10^{-7}$ J/m². The middle grid is worse than the coarse one because its nearest point, $11.4^\circ$, is $0.064^\circ$ from tangency, while $11.5^\circ$ is $0.036^\circ$ away. The squared ratio of the unrounded distances, about 3.0, matches the ratio of the two errors.

For both surfaces, an exhaustive search over slope pairs on the 0.05° grid was tested and gave the hull energy to $10^{-11}$ J/m². The condition $\boldsymbol\xi\cdot\mathbf n\le\gamma$ held at 60,000 normals spread over the sphere, to $10^{-9}$ J/m². Linear programming restricted to those normals gave energies $7.7\times10^{-4}$ and $5.5\times10^{-4}$ J/m² above the two-facet values. No better pyramid was found at this sampling.

## Failure modes

**Truncated slopes.** An edge ending at the grid boundary depends on the cutoff. An interior edge is also provisional until the condition on $\boldsymbol\xi$ has been checked beyond the grid. Changing the reference plane brings steep facets into range without changing the physics. Hulls built from (111) were tested and returned the same facets for both surfaces, within 0.075°.

**Ties.** If $\gamma=\sum_b c_b|\mathbf n\cdot\mathbf b|$ with $c_b>0$, as for independent broken bonds, then $f=\sum_b c_b|b_1+b_2s|$, where $b_1,b_2$ are the components of $\mathbf b$ along $\mathbf e_1,\mathbf e_2$. This is a sum of convex functions. Faceting gains nothing, yet the hull has long edges along the straight pieces. Hence the energy tolerance in the scheme.

**Missing length scale.** The hull energy is the same for every period $L$. With energy $\kappa$ per length of ridge or valley line, the added cost is $2\kappa/L$ per area, and faceting pays when $L>2\kappa/G$.

Elastic relaxation lowers the energy. For surface stress $\tau$, equal on both facets, each line carries a force $F=2\tau\sin[(\theta_2-\theta_1)/2]$, of opposite sign at ridges and valleys. On an isotropic half-space a line force displaces the surface along itself by $-KF\ln r$ plus a constant, with $K=2(1-\nu^2)/(\pi E)$. Let ridges and valleys be $\lambda L$ apart, with $\lambda$ the fraction of the mean plane under facet 1, and let $r_c$ be a core cutoff. Summing over all lines, the displacement at a ridge is

$$u=KF\Big[\ln\frac{\lambda L}{r_c}+\sum_{k\ge1}\ln\Big(1-\frac{\lambda^2}{k^2}\Big)\Big]=KF\ln\frac{L\sin\pi\lambda}{\pi r_c},$$

by the product formula for the sine. Two lines per period, each contributing $-Fu/2$, give $-(KF^2/L)\ln[L\sin(\pi\lambda)/(\pi r_c)]$ per area.

**Missing time scale.** The ripple energy gives the chemical potential $\mu=-\Omega Sh''$, with $\Omega$ the atomic volume. Surface diffusion with mass-transfer coefficient $D$ and $\Omega^{-2/3}$ sites per area carries a flux $-(D\Omega^{-2/3}/k_BT)\,\partial_x\mu$. Conservation of volume then gives

$$\partial_th=-\frac{D\Omega^{4/3}S}{k_BT}\,h'''' ,$$

so a ripple grows at the rate $D\Omega^{4/3}|S|q^4/(k_BT)$ when $S<0$. The rate rises without limit as $q$ grows. A time-dependent code therefore needs a corner energy or another short-wavelength cutoff.

## Beside a real film

Clean Ir(110) is known to form ridges with {331} sides, which is why this geometry was chosen. The background $\gamma$ is a rough typical value for iridium; the depths and width are assumptions. Real facets at moderate temperature are flatter than these rounded minima. If their cusps are strong enough, this moves the miscut example towards the sharp-cusp values above.

The following sizes refer to the miscut surface at a fixed period of 20 nm in a 20 nm film. They use rough values: $\kappa=10^{-10}$ J/m, $\tau=3$ N/m, $E=530$ GPa, $\nu=0.26$, $r_c=0.3$ nm. Edges cost 0.010 J/m², about 16% of the gain, and periods below about 3 nm do not pay. Elastic relaxation from surface stress is $2.3\times10^{-4}$ J/m², far smaller than the edge cost, so at this period coarsening still lowers the energy. Stress in the film itself is left out. It also couples to the surface stress, so its effect depends on whether the film is in tension or compression; at 1 GPa and this period the added relaxation is at most of similar size. The ridges are 1.8 nm high. If they coarsened at fixed facet angles, valleys would reach the substrate at a period near 450 nm, where the hull no longer applies and the film may open.

The assumption most easily broken is that of a known, clean $\gamma$. At 1000 K, an entropy advantage of the flat surface of $0.47\,k_B$ per cell would cancel the whole gain. So would adsorbates that favour the flat surface by 0.04 eV per cell.

With $D=10^{-6}$ m²/s $\times\,e^{-2.0\,\text{eV}/k_BT}$, also rough, the growth time is about 0.8 s at 1000 K and $4\times10^{14}$ s at 400 K, with $S$ held fixed. These are the times in which a small ripple of 20 nm period grows by a factor $e$. Shorter ripples grow faster, but at 400 K even a 4 nm period needs about $7\times10^{11}$ s. Within this estimate, ridges form during an anneal at 1000 K, if {331} is still favoured there, and not in service at 400 K. The exponential makes both times sensitive to the barrier, which is a guess: about 1.4 eV for the 20 nm period, or 1.7 eV for the 4 nm period, would bring the time at 400 K down to a year, so the statement about service holds only if the real barrier is well above these values. The numerical output follows.

## Values computed for the example and the checks

```
MODEL
background gamma 3.00 J/m^2, width 5.0 deg
relative depth at (1, 1, 1): 0.12
relative depth at (0, 0, 1): 0.08
relative depth at (3, 3, 1): 0.05
gamma(110) 2.9910, gamma(331) 2.8500 J/m^2
gamma(111) 2.6400, gamma(001) 2.7600 J/m^2
tilt of (331) 13.26 deg, of (111) 35.26 deg
gamma(331)/gamma(110) 0.9529; cos(tilt) 0.9733
HULL EDGES at positive tilt or across (110), grid 0.05 deg
edge from -11.45 to 11.45 deg
edge from 13.15 to 33.95 deg
edge from 37.05 to 64.50 deg
edges at ends of range, discarded: 2
SURFACE (110) + 4 deg: tilt 4.000 deg, slope 0.0699
facet tilts -11.464, 11.464 deg
facet slopes -0.2028, 0.2028
facet gammas 2.8594, 2.8594 J/m^2
common A 2.9176, B -0.0000 J/m^2
projected fractions 0.3276, 0.6724
true-area fractions 0.3276, 0.6724
true area per mean-plane area 1.0179
flat 2.9725, faceted 2.9105, gain 0.0620 J/m^2
stiffness when flat -6.176 J/m^2
hull error, grid 0.5/0.2/0.05 deg: 3.9e-06, 1.2e-05, 5.4e-07 J/m^2
3D program minus two-facet energy 7.7e-04 J/m^2
SURFACE (221): tilt 19.471 deg, slope 0.3536
facet tilts 13.165, 33.953 deg
facet slopes 0.2339, 0.6733
facet gammas 2.8500, 2.6521 J/m^2
common A 2.7830, B 0.6152 J/m^2
projected fractions 0.7277, 0.2723
true-area fractions 0.6948, 0.3052
true area per mean-plane area 1.0141
flat 2.9280, faceted 2.8289, gain 0.0991 J/m^2
stiffness when flat -4.926 J/m^2
hull error, grid 0.5/0.2/0.05 deg: 7.4e-05, 8.1e-06, 5.9e-07 J/m^2
3D program minus two-facet energy 5.5e-04 J/m^2
unstable up to 7.62 deg, then metastable to 11.46 deg
sharp-cusp limit, projected fraction of (331): 0.6483
NEGLECTED EFFECTS, miscut (110), rough parameters
period 20 nm, film 20 nm, lattice 0.384 nm
edge energy 1.0e-10 J/m, surface stress 3.0 N/m
Young 530 GPa, Poisson 0.26, core 0.3 nm
edge cost 0.0100 J/m^2; smallest useful period 3.22 nm
elastic relaxation 2.3e-04 J/m^2
gain per (110) cell 0.0404 eV
cancelling entropy at 1000 K: 0.468 k_B per cell
ridge height 1.78 nm
valleys reach substrate at period 450 nm
diffusion prefactor 1e-06 m^2/s, barrier 2.0 eV
growth time 8.0e-01 s at 1000 K, 4.2e+14 s at 400 K
```
